# Holding dopant totals fixed in defect and charge equilibrium

A defect-equilibrium calculation can hold either a dopant's chemical potential or its total content fixed. The second setting suits a crystal that exchanges no dopant atoms with its surroundings during the anneal. It adds one unknown chemical potential per dopant, and the problem can be solved by two nested loops.

At each trial Fermi level \(E_F\), the inner loop repeats

\[
u_X\leftarrow u_X+\frac1m\ln\frac{C_X}{T_X},\qquad u_X=\frac{\mu_X}{kT}, \tag{1}
\]

where \(C_X\) is the prescribed total of dopant \(X\), \(T_X\) is the total given by the current \(u\), and \(m\) is the largest number of dopant atoms in any one defect. The outer loop brackets the zero of the net charge. In the dilute model below, the inner loop converges from any finite start to a unique solution, and the net charge at fixed totals falls strictly as \(E_F\) rises. There is therefore one neutral state, and a bracket finds it.

## What the setting assumes

Defect \(j\) contains \(n_{jX}\) atoms of dopant \(X\), has charge \(q_j\) in units of the elementary charge, and can be placed in \(g_j\) ways per lattice site. Its formation free energy is \(E_j+q_jE_F-\sum_Xn_{jX}\mu_X\), with \(E_F\) measured from the valence edge. The chemical potentials of the host atoms are fixed and included in \(E_j\), so vacancies can form and disappear at will. Every complex can form and dissociate, and every dopant has at least one isolated form.

Let \(N\) be the site density and \(V\) the volume. If defects are so dilute that they do not block one another's sites, \(k_j\) identical defects have the statistical weight \(z_j^{k_j}/k_j!\), with

\[
z_j=VNg_j e^{-(E_j+q_jE_F)/kT}.
\]

Holding the numbers of dopant atoms \(A_X\) fixed means summing only over sets with \(\sum_jn_{jX}k_j=A_X\). Call this sum \(Z(A)\). Since \(k\,z^k/k!=z\,z^{k-1}/(k-1)!\), removing one defect of type \(j\) from the sum gives

\[
\langle k_j\rangle=z_j\frac{Z(A-n_j)}{Z(A)} .
\]

For a large crystal \(\ln Z\) is proportional to size, so the ratio tends to \(\exp(\sum_Xn_{jX}u_X)\) with \(u_X=-\partial\ln Z/\partial A_X\). Dividing by \(V\),

\[
c_j=Ng_j\exp\!\left[\sum_Xn_{jX}u_X-\frac{E_j+q_jE_F}{kT}\right]. \tag{2}
\]

The chemical potential is thus the quantity that enforces the total. The correction is of relative order one over the number of atoms. For the example below, explicit sums with 200 Sb atoms and 40 acceptors differ from (2) by at most 0.34% for the three main Sb-bearing defects. Extrapolating from 100 and 200 Sb atoms to infinite size reduces the difference to about \(2\times10^{-5}\).

## Why the totals fix the chemical potentials

At fixed \(E_F\), define a function of \(u\) by summing over the dopant-bearing defects:

\[
\Phi(u)=\sum_jc_j(u)-\sum_XC_Xu_X .
\]

Equation (2) gives \(\partial c_j/\partial u_X=n_{jX}c_j\). Hence

\[
\frac{\partial\Phi}{\partial u_X}=T_X-C_X,\qquad
\frac{\partial^2\Phi}{\partial u_X\partial u_Y}=M_{XY}=\sum_jn_{jX}n_{jY}c_j .
\]

A stationary point of \(\Phi\) is a solution for the totals. For any vector \(a\neq0\), \(a^{\mathsf T}Ma=\sum_jc_j(\sum_Xn_{jX}a_X)^2\). The isolated forms alone make this positive, so \(\Phi\) is strictly convex and has at most one stationary point. They also contribute terms of the form \(\alpha_Xe^{u_X}-C_Xu_X\), with \(\alpha_X>0\), which grow without bound as \(u_X\to\pm\infty\); the complexes only add positive terms. A minimum therefore exists.

If a dopant occurs in the defect list only inside a complex with another dopant, this argument fails. Some prescribed totals may then be unattainable. Including the isolated form removes this problem.

## Why the step is divided by \(m\)

Change \(u\) by \(\delta\). Then

\[
\Phi(u+\delta)-\Phi(u)=\sum_jc_j\left(e^{\sum_Xn_{jX}\delta_X}-1\right)-\sum_XC_X\delta_X .
\]

Write the exponent as an average of the numbers \(m\delta_X\) with weights \(n_{jX}/m\), and of zero with the remaining weight \(1-\sum_Xn_{jX}/m\). By the definition of \(m\), no weight is negative. The exponential is convex, so

\[
e^{\sum_Xn_{jX}\delta_X}-1\le\sum_X\frac{n_{jX}}m\left(e^{m\delta_X}-1\right).
\]

Multiplying by \(c_j\) and summing over \(j\) turns \(\sum_jn_{jX}c_j\) into \(T_X\):

\[
\Phi(u+\delta)-\Phi(u)\le\sum_X\left[\frac{T_X}{m}\left(e^{m\delta_X}-1\right)-C_X\delta_X\right].
\]

Each dopant now appears separately. Setting the derivative of each bracket to zero gives \(T_Xe^{m\delta_X}=C_X\), which is update (1). Inserting it,

\[
\Phi_{\rm old}-\Phi_{\rm new}\ge\frac1m\sum_X\left[C_X\ln\frac{C_X}{T_X}-C_X+T_X\right]\ge0. \tag{3}
\]

The last inequality is \(x-1-\ln x\ge0\) with \(x=T_X/C_X\), and equality needs \(T_X=C_X\). Since \(\Phi\) is bounded below, the guaranteed decreases have a finite sum and must tend to zero, so every \(T_X\) tends to \(C_X\). The iterates remain in a bounded region because \(\Phi\) grows in all directions, and the solution is unique, so they converge to it.

### The speed, and what goes wrong without the divisor

Near the solution, a small error \(\epsilon\) in \(u\) changes \(\ln T_X\) by \(\sum_YJ_{XY}\epsilon_Y\), where \(J_{XY}=M_{XY}/T_X\). Update (1) therefore gives

\[
\epsilon_{\rm new}=\left(I-\frac{J}{m}\right)\epsilon .
\]

The eigenvalues of \(J\) are real and positive, because \(J\) is similar to the symmetric positive matrix with elements \(M_{XY}/\sqrt{T_XT_Y}\). They do not exceed \(m\), because each row of non-negative elements sums to at most \(m\):

\[
\sum_YJ_{XY}=\frac1{T_X}\sum_jn_{jX}c_j\sum_Yn_{jY}\le m .
\]

All error factors thus lie from 0 to below 1. If the divisor is omitted, the factors are the eigenvalues of \(I-J\), and the iteration is unstable when \(J\) has an eigenvalue above 2.

One dopant shows when this happens. There \(J=\sum_jn_j^2c_j/\sum_jn_jc_j\). If a fraction \(f\) of the atoms sits in clusters of \(s\) atoms and the rest are isolated, then

\[
J=(1-f)+fs=1+f(s-1).
\]

The undivided step is locally stable for \(f<1/(s-1)\). Pairs satisfy this for any \(f<1\), though the error factor approaches \(-1\) as pairing becomes complete. Four-atom clusters violate it once they hold more than a third of the dopant.

### A faster inner loop that keeps the guarantee

A Newton trial solves

\[
\sum_YJ_{XY}\delta_Y=\ln\frac{C_X}{T_X}
\]

and converges quadratically near the solution, but may overshoot far from it. Compute both this trial and step (1), and accept the Newton trial if its \(\Phi\) is no higher. Apart from rounding, each accepted step then lowers \(\Phi\) at least as much as (3) requires, so the convergence proof still holds.

## Why a bracket is enough for the Fermi level

Now let \(E_F\) vary while the inner loop maintains the totals. Differentiating (2),

\[
\frac{dc_j}{dE_F}=c_j\left(\sum_Xn_{jX}\frac{du_X}{dE_F}-\frac{q_j}{kT}\right).
\]

Multiply by \(n_{jY}\) and sum. The left side vanishes because the totals are fixed, so

\[
\sum_XM_{YX}\frac{du_X}{dE_F}=\frac{b_Y}{kT},\qquad b_Y=\sum_jn_{jY}q_jc_j .
\]

For the defect charge density \(\rho_d=\sum_jq_jc_j\), in elementary charges per volume, this yields

\[
\frac{d\rho_d}{dE_F}=-\frac1{kT}\left[\sum_jq_j^2c_j-b^{\mathsf T}M^{-1}b\right]. \tag{4}
\]

The bracket equals the smallest value, over all \(a\), of \(\sum_jc_j(q_j-\sum_Xn_{jX}a_X)^2\); the minimum lies at \(a=M^{-1}b\). It cannot be negative. Physically, the part of the charge response that would require a change in dopant content has been removed.

The full net charge is \(p-n+\rho_d\). Raising \(E_F\) increases the electron density \(n\) and lowers the hole density \(p\), so its slope is strictly negative. The charge on dopant-bearing defects is bounded, since their combined density cannot exceed \(\sum_XC_X\). At very low \(E_F\), holes and positive native defects make the net charge positive; at very high \(E_F\), electrons and negative native defects make it negative. Widening the interval until the signs differ must therefore succeed. The interval should be allowed to extend beyond the gap, because a degenerate layer can have its Fermi level inside a band.

The inner tolerance limits the outer accuracy. If the totals are met only to logarithmic residuals \(r_X=\ln(C_X/T_X)\), then \(u\) is off by \(J^{-1}r\) to first order, and the charge by \(b^{\mathsf T}J^{-1}r\). Dividing by the slope gives the error in \(E_F\). The inner residual should be small enough that this error lies below the outer tolerance.

## Example: antimony clusters in silicon

Take a silicon layer at 1073 K, where \(kT=0.09246\) eV, with \(10^{20}\ \mathrm{cm^{-3}}\) of Sb and \(2\times10^{19}\ \mathrm{cm^{-3}}\) of a shallow acceptor A. The gap is 0.85 eV, \(N=5\times10^{22}\ \mathrm{cm^{-3}}\), and the effective densities of states are \(N_c=1.9\times10^{20}\) and \(N_v=2.1\times10^{20}\ \mathrm{cm^{-3}}\). These band values are rough. Carriers obey Fermi–Dirac statistics in parabolic bands.

The defects are Sb\(^+\), A\(^-\), a neutral SbA pair bound by 0.30 eV, vacancies V, and clusters Sb\(_s\)V with \(s=1\) to 4. The zeros of \(\mu\) are set by \(E=0\) for Sb\(^+\) and A\(^-\). The neutral clusters have free energies \(F_s=2.0,\ 0.7,\ -0.7,\ -2.3\) eV, counted from \(s\) isolated donors with their electrons at the conduction edge. Their energies at \(E_F=0\) are therefore \(E=F_s+sE_g\). These free energies are chosen model values, not computed data for silicon.

The solution is \(E_F=0.708\) eV. Eliminating the acceptor algebraically and finding the roots of the remaining polynomial gives the same value to the printed \(10^{-6}\) eV. The main densities, in \(10^{19}\ \mathrm{cm^{-3}}\), are 5.586 for Sb\(^+\), 1.794 for A\(^-\), 0.206 for SbA and 1.052 for Sb\(_4\)V. The Sb total is

\[
5.586+0.206+4(1.052)=10.00,
\]

and the electron density follows from neutrality, with holes contributing 0.010:

\[
n=5.586-1.794+0.010=3.802 .
\]

Removing all dopant complexes while keeping the totals gives \(n=8.0\times10^{19}\ \mathrm{cm^{-3}}\). Clustering thus halves the electron density in this model.

To see where the cluster density comes from, eliminate \(u_{\rm Sb}\) between the expressions for Sb\(^+\) and Sb\(_4\)V:

\[
\frac{c_4}{N}=\left(\frac{c_1}{N}\right)^4
\exp\!\left[-\frac{F_4+4(E_g-E_F)}{kT}\right]. \tag{5}
\]

Here \(c_1/N=1.117\times10^{-3}\), whose fourth power is \(1.56\times10^{-12}\). The numerator in the exponent is \(-2.3+4(0.1423)=-1.731\) eV, so the exponential is \(1.35\times10^8\). The product times \(N\) is \(1.05\times10^{19}\ \mathrm{cm^{-3}}\), as found.

### Reading the convergence figures

Sb\(_4\)V holds 42% of the antimony, above the one-third threshold. The eigenvalues of \(J\) are 0.998 and 2.264. Without the divisor, the larger gives an error factor \(1-2.264=-1.264\). Started only \(10^{-3}\) from the solution in each \(u_X\), that iteration still has a largest log residual of 1.4 among its last ten states after 200 steps, a factor of about four in a total.

With \(m=4\), the factors are \(1-0.998/4=0.750\) and \(1-2.264/4=0.434\). The measured late factor is 0.750. The slow direction is mainly the acceptor, which never has more than one atom in a defect but still has its step divided by four. Reaching a log residual of \(10^{-11}\) takes 79 steps from the isolated-dopant start. The guarded Newton version needs at most five at any of the 13 charge evaluations.

Equation (4) gives a defect-charge slope of \(-4.65\times10^{20}\ \mathrm{cm^{-3}\,eV^{-1}}\), in agreement with a finite difference. At fixed chemical potentials it would be \(-7.98\times10^{20}\), because dopant atoms could then enter or leave. For the inner tolerance, if both log residuals are at most \(r\), the printed densities give a charge error of at most about \(4.4\times10^{19}r\ \mathrm{cm^{-3}}\). Dividing by the defect slope alone bounds the error in \(E_F\) by about \(0.1r\) eV, so \(r=10^{-6}\) is ample for most uses here.

### What happens when more antimony is added

With the acceptor total and temperature held fixed, raising total Sb from \(3\times10^{19}\) to \(3\times10^{20}\ \mathrm{cm^{-3}}\) lowers its isolated share from 0.96 to 0.22. The electron density rises from 1.04 to \(4.84\times10^{19}\ \mathrm{cm^{-3}}\), but its growth slows strongly at the upper end.

A limit of (5) explains the slowing. For Boltzmann electrons, \(e^{(E_F-E_g)/kT}=n/N_c\), so \(c_4\propto c_1^4n^4\). Without acceptors and with few holes, \(c_1\simeq n\), hence \(c_4\propto n^8\). If nearly all Sb is in Sb\(_4\)V, then \(c_4\simeq C_{\rm Sb}/4\) and

\[
n\propto C_{\rm Sb}^{1/8}.
\]

The sweep has not reached this limit. Between \(2\) and \(3\times10^{20}\ \mathrm{cm^{-3}}\), the non-isolated Sb grows by a factor 1.70, more than the total's 1.5. Taking it as a measure of \(c_4\), the eighth root predicts a rise of 6.9% in \(n\); the solution gives 7.8%. The estimate omits compensation and degeneracy, which act in opposite directions. With acceptors, \(c_1\simeq n+1.8\times10^{19}\ \mathrm{cm^{-3}}\) grows by a smaller fraction than \(n\), so \(n\) must rise more to give the same \(c_4\). Solving \(c_1n\propto c_4^{1/4}\) with this \(c_1\) gives a rise of about 8%. Degeneracy lowers it slightly, because \(E_F/kT\) then rises faster than \(\ln n\).

## How far to trust the number for a real layer

A total of \(10^{20}\ \mathrm{cm^{-3}}\) is high for Sb in silicon. It exceeds the rough solubility of \(3\times10^{19}\ \mathrm{cm^{-3}}\) used here, so the layer is supersaturated. Relative to a nearly acceptor-free layer at that solubility, the model gives a precipitation drive of 0.087 eV per Sb atom. If precipitates formed until it vanished, \(c_1e^{E_F/kT}\) would fall by \(e^{0.087/0.09246}\simeq2.6\). With Boltzmann electrons and \(c_1\simeq n+1.8\times10^{19}\ \mathrm{cm^{-3}}\), this gives \(n\simeq2\times10^{19}\ \mathrm{cm^{-3}}\), about half the present result. The fixed-total setting describes the layer only while precipitation is too slow to matter and the listed complexes still equilibrate.

Coulomb screening is a correction of comparable size and opposite sign. A Debye–Hückel estimate lowers the energy of each singly charged ion or carrier by \(e^2\kappa/8\pi\varepsilon\), where \(\kappa\) is the inverse screening length and \(\varepsilon\) the permittivity. For the example this is 0.083 eV. Forming neutral Sb\(_4\)V removes four ions and four electrons, so it costs an extra \(8\times0.083=0.67\) eV. With the lowering held at this value, the re-solved electron density is \(7.5\times10^{19}\ \mathrm{cm^{-3}}\), nearly twice the original. The estimate is itself strained: the screening length of 0.74 nm is shorter than the ion-sphere radius of 1.48 nm. Making the lowering self-consistent gives 0.109 eV and \(n=8.0\times10^{19}\ \mathrm{cm^{-3}}\). Dividing it by the finite-size factor \(1+\kappa a\), with \(a\) set to the ion-sphere radius, gives 0.028 eV and \(n=5.0\times10^{19}\ \mathrm{cm^{-3}}\). Only the direction and rough size of the effect are therefore known. The chosen cluster free energies must therefore be read as effective values at this doping. Values computed for isolated defects need a screening correction before they are used here.

Other changes are smaller. Shifting the Sb\(_4\)V free energy by \(-0.1\) or \(+0.1\) eV gives \(n=3.3\) or \(4.3\times10^{19}\ \mathrm{cm^{-3}}\), a change of about 14%. Boltzmann carriers raise \(n\) by 4%. Defects occupy 0.26% of the lattice sites, which supports the neglect of site blocking. Bound donor states are omitted because \(n^{1/3}a_B=0.69\), with \(a_B\) the donor Bohr radius, lies above the rough metallic threshold of 0.25. That threshold is a low-temperature criterion, used here only as a guide, and the choice matters. Including a neutral Sb level of degeneracy 2, 0.043 eV below the conduction edge, would lower \(n\) by 13%, place 30% of the Sb in that level and reduce the Sb\(_4\)V share from 42% to 17%. Larger vacancy clusters are also left out.

## Choosing the setting

Use a fixed chemical potential when a gas, melt or second phase supplies the dopant and equilibrates with the crystal. Use a fixed total when the dopant content is known and conserved. If precipitation does equilibrate, the precipitate sets an upper limit on \(\mu_X\); a fixed-total solution above that limit is metastable.

On cooling, some complexes may stop exchanging atoms while electrons still equilibrate. Give each frozen complex its own conserved total, shared among its charge states, and subtract its atoms from the totals of the mobile dopants. It then acts as another isolated dopant, and the proofs apply unchanged. In the example, if all atoms freeze at 1073 K and both isolated dopants stay ionized, the electron density after cooling is close to \(5.59-1.79=3.8\times10^{19}\ \mathrm{cm^{-3}}\), since holes and charged minor defects are negligible.

For the inner loop, set \(m\) from the complete defect list, counting dopant atoms of all kinds together, and update it whenever a larger complex is added. Use guarded Newton steps when the scaled update is slow. This happens when an eigenvalue of \(J\) is much smaller than \(m\). Examples are a large \(m\) with some dopant mostly isolated, or two dopants with most of their atoms in strongly bound mixed complexes, which can make an eigenvalue of \(J\) small. In this second case the full Newton trial can overshoot along the soft direction and be rejected step after step. For a single pair AB with \(c_{AB}C_A=10^9c_Ac_B\) and totals differing by 1%, the guarded loop needs about 2100 steps from the isolated-dopant start, against about 9400 for the scaled update. Halve the Newton step until its \(\Phi\) is no higher than that of step (1), and fall back on (1) if no halving succeeds. The guarantee is kept, and the same case then takes seven steps. The numerical output below gives the full list of defect densities.

## Calculated quantities

```
T = 1073 K, kT = 0.09246 eV, gap = 0.85 eV
sites, Nc, Nv = 5.00e+22, 1.90e+20, 2.10e+20 cm^-3
total Sb, total A = 1.00e+20, 2.00e+19 cm^-3
free energies F_n of neutral Sb_nV, n=1..4 (eV): [2.0, 0.7, -0.7, -2.3]
defect | charge | multiplicity | E at EF=0 (eV) | c (cm^-3)
Sb+     +1 1 0.00 5.5861e+19
A-      -1 1 0.00 1.7943e+19
SbA 0   +0 4 -0.30 2.0567e+18
V 0     +0 1 3.20 4.6653e+07
V -     -1 1 3.65 7.5771e+08
V 2-    -2 1 4.30 1.4150e+09
Sb1V 0  +0 4 2.85 1.9374e+10
Sb1V -  -1 4 3.35 1.8324e+11
Sb2V 0  +0 6 2.40 8.8981e+12
Sb2V -  -1 6 3.00 2.8536e+13
Sb3V 0  +0 4 1.85 5.3565e+15
Sb4V 0  +0 1 1.10 1.0517e+19
Fermi level = 0.707750 eV; separate road = 0.707750 eV
electrons, holes = 3.8017e+19, 9.9520e+16 cm^-3
mu_Sb, mu_A (isolated-ion zeros) = 0.07928, -1.44123 eV
Sb share: isolated 0.5586, in Sb4V 0.4207, in SbA 0.0206
charge evaluations = 13, most inner steps = 5
pure scaled steps to 1e-11 at final EF = 79
eigenvalues of J = [0.9983 2.264 ]
scaled error factor: predicted 0.75042, measured 0.75042
undamped largest late log residual = 1.407
defect-charge slope: formula -4.64754e+20, difference -4.64754e+20 cm^-3/eV
same slope at fixed mu = -7.98197e+20 cm^-3/eV
canonical/solver for Sb+, SbA, Sb4V:
  100 Sb atoms: [1.00496 1.00486 0.99317]
  200 Sb atoms: [1.00248 1.00242 0.99659]
  extrapolated: [0.99999 0.99999 1.00002]
total Sb (cm^-3) | EF (eV) | electrons (cm^-3) | isolated share
3.0e+19 0.5829 1.0370e+19 0.9623
5.0e+19 0.6722 2.6455e+19 0.8926
1.0e+20 0.7078 3.8017e+19 0.5586
2.0e+20 0.7243 4.4892e+19 0.3127
3.0e+20 0.7318 4.8398e+19 0.2198
electrons without complexes = 8.0044e+19 cm^-3
electrons with Boltzmann carriers = 3.9459e+19 cm^-3
electrons, Sb4V energy -0.1/+0.1 eV = 3.3000e+19, 4.3487e+19 cm^-3
lattice sites used by defects = 0.261 %
rough permittivity ratio, mass ratio = 11.7, 0.3
n^(1/3) a_B = 0.694 (rough metallic threshold 0.25)
screening length, ion-sphere radius = 0.739, 1.479 nm
Debye-Hueckel lowering per unit charge = 0.0833 eV
electrons with that lowering = 7.5173e+19 cm^-3; Sb4V = 1.277e+18 cm^-3
rough Sb solubility = 3.0e+19 cm^-3; precipitation drive = 0.087 eV per Sb
```
